# LDA, PBE and PBEsol surface exchange energies for the infinite barrier model

**Question**

I want to compare LDA, PBE and PBEsol exchange at a metal surface on a density simple enough to have an exact exchange energy. I chose the infinite barrier model: non-interacting electrons in the half-space $z>0$ behind a hard wall at $z=0$. I have the orbitals, but three things stop me.

1. The exchange energy per area grows with the thickness of the metal. What exactly do I subtract, and where does the uniform background begin?
2. The exact exchange energy is a double integral over the squared density matrix, and I cannot reduce it.
3. The reduced gradient diverges at the wall. Do the GGA energies still mean anything, and which functional comes closest?

**Answer**

I use Hartree atomic units and an unpolarized gas. Let $k$ be the bulk Fermi wavevector and $\bar n=k^3/(3\pi^2)$ the bulk density. Correlation is left out, and all functionals are evaluated on the same fixed density.

**Density matrix and density**

In a box of length $L$ the normal part of an orbital is $\sqrt{2/L}\,\sin(K_z z)$, with $K_z>0$ spaced by $\pi/L$. Since

$$2\sin(K_zz)\sin(K_zz')=\cos K_z(z-z')-\cos K_z(z+z')$$

is even in $K_z$, the sum over $K_z>0$ becomes half an integral over both signs:

$$\frac2L\sum_{K_z>0}\sin(K_zz)\sin(K_zz')\to\frac1\pi\int_{K_z>0}dK_z\,[\cos K_z(z-z')-\cos K_z(z+z')]=\int\frac{dK_z}{2\pi}\,[\cos K_z(z-z')-\cos K_z(z+z')] .$$

The product formula turns $2/L$ into $1/L$, the spacing gives $\sum\to(L/\pi)\int dK_z$, and extending the range to both signs of $K_z$ halves the prefactor. With the parallel plane waves, the sum covers the full Fermi sphere. Let $p=|\mathbf r-\mathbf r'|$, and let $q$ be the distance from $\mathbf r$ to the mirror image of $\mathbf r'$. Then

$$\rho(\mathbf r,\mathbf r')=\rho_0(p)-\rho_0(q),$$

$$\rho_0(p)=2\int_{K<k}\frac{d^3K}{(2\pi)^3}e^{i\mathbf K\cdot\mathbf p}=\frac{1}{\pi^2p}\int_0^kK\sin(Kp)\,dK=\frac{k^2j_1(kp)}{\pi^2p},$$

where $j_1(y)=(\sin y-y\cos y)/y^2$ and the leading 2 is for spin. At coincident points $p=0$, $q=2z$ and $\rho_0(0)=\bar n$. So, with $x=2kz$,

$$n(z)=\bar n\,g(x),\qquad g(x)=1-\frac{3j_1(x)}{x}.$$

**Where the background begins**

The background has density $\bar n$ for $z>z_b$. Neutrality requires

$$z_b=\int_0^\infty(1-g)\,dz=\frac{3}{2k}\int_0^\infty\frac{j_1(x)}{x}dx .$$

With $j_0(x)=\sin x/x$, differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Integrate the second relation; $j_1$ vanishes at both ends, so $2\int_0^\infty j_1/x\,dx=\int_0^\infty j_0\,dx=\pi/2$. Hence $z_b=3\pi/(8k)$.

**What to subtract**

The exchange energy per volume at depth $z$ is

$$e_x(z)=-\frac14\int_{z'>0}d^3r'\,\frac{\rho(\mathbf r,\mathbf r')^2}{p}.$$

In the bulk this becomes

$$-\pi\int_0^\infty p\,\rho_0^2\,dp=-\frac{k^4}{\pi^3}\int_0^\infty\frac{j_1(y)^2}{y}dy .$$

The two derivative relations give $(j_0^2+j_1^2)'=-4j_1^2/y$, so the last integral is $1/4$. The bulk value is therefore $-k^4/(4\pi^3)=\bar n\varepsilon$, with $\varepsilon=-3k/(4\pi)$ per electron. The surface exchange energy is

$$\sigma=\lim_{Z\to\infty}\left[\int_0^Ze_x\,dz-\bar n\varepsilon(Z-z_b)\right].$$

Expanding $[\rho_0(p)-\rho_0(q)]^2$ gives three wall terms, plus the shift $\bar n\varepsilon z_b$.

**Direct term**

The $\rho_0(p)^2$ part differs from bulk because the region $z'<0$ is missing. Removing a negative energy gives a plus sign. For a separation with normal component $u=z-z'>0$, the point $\mathbf r'$ lies beyond the wall when $0<z<u$, so the depth integral gives a factor $u=p\,c$, where $c$ is the cosine of the angle to the normal:

$$\sigma_d=\frac14\int_0^\infty p^2dp\,\rho_0(p)^2\,2\pi\int_0^1c\,dc=\frac{\pi}{4}\int_0^\infty p^2\rho_0^2\,dp .$$

Because $\rho_0/2$ is a projector onto the occupied states of one spin, $\int\rho_0^2\,d^3p=2\rho_0(0)=2\bar n$. Thus

$$\int_0^\infty p^2\rho_0^2\,dp=\frac{\bar n}{2\pi},\qquad \sigma_d=\frac{\bar n}{8}.$$

**Image-squared term**

Use $u=z+z'$ and $v=z-z'$. Then $dz\,dz'=\tfrac12du\,dv$ with $-u<v<u$, and evenness in $v$ cancels the $\tfrac12$. With $R$ the parallel separation, $p=\sqrt{R^2+v^2}$ and $q=\sqrt{R^2+u^2}$:

$$\sigma_i=-\frac{\pi}{2}\int_0^\infty du\int_0^\infty R\,dR\,\rho_0(q)^2\int_0^u\frac{dv}{\sqrt{R^2+v^2}} .$$

The last integral is $\operatorname{arsinh}(u/R)$. Put $u=q\cos\theta$, $R=q\sin\theta$, so that $du\,R\,dR\to q^2\sin\theta\,dq\,d\theta$. Since $\operatorname{arsinh}(\cot\theta)=\operatorname{artanh}(\cos\theta)$, the angular factor is

$$\int_0^1\operatorname{artanh}c\,dc=\left[c\operatorname{artanh}c+\tfrac12\ln(1-c^2)\right]_0^1=\ln2 .$$

Therefore

$$\sigma_i=-\frac{\pi}{2}\,\ln2\,\frac{\bar n}{2\pi}=-\frac{\bar n}{4}\ln2 .$$

**Cross term**

The product $-2\rho_0(p)\rho_0(q)$ turns $-\tfrac14$ into $+\tfrac12$. In the same variables,

$$\sigma_c=\pi\int_0^\infty du\int_0^udv\int_0^\infty R\,dR\,\frac{\rho_0(p)\rho_0(q)}{p}.$$

At fixed $R$, $dv=p\,dp/\sqrt{p^2-R^2}$ and $du=q\,dq/\sqrt{q^2-R^2}$, with $R<p<q$. Doing the $R$ integral first,

$$\sigma_c=\pi\int_0^\infty dq\,q\rho_0(q)\int_0^qdp\,\rho_0(p)\int_0^p\frac{R\,dR}{\sqrt{(p^2-R^2)(q^2-R^2)}} .$$

With $y=\sqrt{p^2-R^2}$ the inner integral is

$$\int_0^p\frac{dy}{\sqrt{y^2+q^2-p^2}}=\operatorname{arsinh}\frac{p}{\sqrt{q^2-p^2}}=\operatorname{artanh}\frac pq .$$

Now set $p=qt$ and insert $\rho_0$; rescaling $y=kq$ leaves $k^3$:

$$\sigma_c=\frac{k^3}{\pi^3}\int_0^1dt\,\frac{\operatorname{artanh}t}{t}\,M(t),\qquad M(t)=\int_0^\infty j_1(y)j_1(ty)\,dy .$$

To find $M$ for $0<t<1$, use $\frac{d}{dw}[w^2j_1(w)]=w^2j_0(w)$ with $w=ty$:

$$\frac{d}{dt}\left[t^2M\right]=t^2\int_0^\infty y\,j_1(y)j_0(ty)\,dy=t\int_0^\infty j_1(y)\sin(ty)\,dy .$$

Since $j_1=-j_0'$, integration by parts gives

$$\int_0^\infty j_1(y)\sin(ty)\,dy=t\int_0^\infty\frac{\sin y\cos(ty)}{y}dy=\frac t2\int_0^\infty\frac{\sin(1+t)y+\sin(1-t)y}{y}dy=\frac{\pi t}{2}.$$

So $(t^2M)'=\pi t^2/2$. As $t^2M$ vanishes at $t=0$, $M=\pi t/6$. Then

$$\sigma_c=\frac{k^3}{6\pi^2}\int_0^1\operatorname{artanh}t\,dt=\frac{\bar n}{2}\ln2 .$$

**Exact result**

The background shift is $\bar n\varepsilon z_b=-\bar n\,\frac{3k}{4\pi}\,\frac{3\pi}{8k}=-\frac{9}{32}\bar n$. Adding the four pieces,

$$\boxed{\sigma_{\rm exact}=\bar n\left[\frac18+\frac{\ln2}{2}-\frac{\ln2}{4}-\frac{9}{32}\right]=\frac{8\ln2-5}{32}\,\bar n}$$

The bracket carries the unit hartree·bohr. Several integrals here converge through oscillation, and I changed their order. The numerical check therefore checks each wall term separately by quadrature of $e_x(z)$ at each depth, extrapolated to infinite depth.

Numerically, the bracket is $0.1250+0.3466-0.1733-0.2813=0.0170$. The answer is a small remainder of much larger terms, so a modest error in any of them would be a large relative error in $\sigma$.

**The semilocal functionals**

The LDA exchange energy per electron scales as $n^{1/3}$, so a GGA has energy per volume $\bar n\varepsilon\,g^{4/3}F(s)$, with $F=1$ for LDA. The subtraction involves the background step, but neutrality lets us replace that step by $g$ under the integral. With $dz=dx/(2k)$,

$$\sigma=-\frac{3\bar n}{8\pi}\int_0^\infty\left[g^{4/3}F(s)-g\right]dx .$$

The reduced gradient is

$$s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}}=\frac{|g'(x)|}{g^{4/3}},$$

because $|\nabla n|=2k\bar n|g'|$ and $(3\pi^2\bar n)^{1/3}=k$. From the relation for $j_1'$, $g'=3j_2/x$ with $j_2=3j_1/x-j_0$.

PBE and PBEsol exchange share the form

$$F(s)=1+\frac{\mu s^2}{1+\mu s^2/\kappa},\qquad\kappa=0.804,$$

with $\mu=0.2195$ in PBE and $\mu=10/81=0.1235$ in PBEsol. The latter is the second-order gradient coefficient of exchange for a slowly varying density.

Every $\sigma$ here is $\bar n$ times a number independent of density. The relative errors are thus the same at every $r_s$. This is a property of the hard wall, whose density profile has $1/k$ as its one length scale; a finite barrier of fixed height $V$ would introduce another, and $\sigma/\bar n$ would then depend on the ratio $V/k^2$.

**Does the divergence at the wall matter?**

For small $x$, $g\simeq x^2/10$ and $g'\simeq x/5$, so

$$s\simeq\frac{10^{4/3}}{5}\,x^{-5/3}\to\infty .$$

In PBE and PBEsol, $F$ saturates at $1+\kappa$ while $g^{4/3}\propto x^{8/3}$ vanishes, so the wall region is harmless. The bare gradient expansion, $F=1+\mu s^2$ with $\mu=10/81$, behaves differently: $g^{4/3}s^2=g'^2/g^{4/3}\propto x^{-2/3}$. This is integrable, but it diverges at the wall, where the expansion has no justification.

**Numbers for $r_s=2$ bohr**

This is a round model value, not a particular metal. It gives $k=0.9596$ bohr$^{-1}$, $\bar n=0.02984$ bohr$^{-3}$ and $z_b=1.228$ bohr. For the exact value, $\sigma=0.01704\times0.02984=5.08\times10^{-4}$ hartree/bohr². The others follow in the same way:

| Exchange | $\sigma/\bar n$ | $\sigma$ ($10^{-4}$ hartree/bohr²) | $\sigma$ (J/m²) | Error relative to exact |
|---|---|---|---|---|
| Exact | 0.0170 | 5.08 | 0.79 | – |
| LDA | 0.0265 | 7.90 | 1.23 | +55% |
| PBE | 0.0108 | 3.22 | 0.50 | −37% |
| PBEsol | 0.0160 | 4.76 | 0.74 | −6% |
| Gradient expansion | −0.0247 | −7.37 | −1.15 | −245% |

PBEsol comes closest. LDA is too high, and a gradient correction lowers $\sigma$ because $F\ge1$ multiplies a negative energy. The correction needed is $0.01704-0.02646\approx-0.0094$ in units of $\bar n$. PBEsol supplies $-0.0105$, a slight overshoot; PBE supplies $-0.0157$, too much by about two thirds.

The difference between the two GGAs comes from $\mu$ alone, since $\kappa$ and the density are the same. At fixed $s>0$,

$$\frac{\partial F}{\partial\mu}=\frac{s^2}{(1+\mu s^2/\kappa)^2}>0,$$

so raising $\mu$ lowers $\sigma$. At the background edge, for example, $s=0.89$ and $F$ is 1.142 in PBE but 1.087 in PBEsol.

The smaller $\mu$ is not sufficient by itself, however. The bare gradient expansion has the same $\mu$ as PBEsol and even gets the sign of $\sigma$ wrong. At $z=0.52$ bohr, where $s=4.20$, it has $F=1+0.1235\times4.20^2\approx3.2$, against 1.59 in PBEsol, and the gap widens towards the wall: about 90% of the difference between the two values of $\sigma$ comes from $x<1$ ($z<0.52$ bohr), and about 44% from $x<0.1$. On this density having a saturation at all matters more than the choice between the two coefficients: at fixed $\mu=10/81$ it moves $\sigma/\bar n$ from $-0.0247$ to $0.0160$, a change of about $0.041$, whereas going from the PBEsol to the PBE value of $\mu$ at fixed $\kappa$ moves it by about $0.005$. The level of saturation matters less than its presence, but it is not negligible: at $\mu=10/81$, changing $\kappa$ from $0.552$ to $1.245$ moves $\sigma/\bar n$ from $0.0171$ to $0.0146$, that is, the error from about 0% to $-14\%$, and at $\kappa=5$ the error reaches $-39\%$.

**How far the conclusion reaches**

With $\kappa=0.804$ held fixed, the exact $\sigma$ would be reproduced by $\mu=0.106$. That is a diagnostic for this one profile, not a better functional: a single integrated number cannot fix the shape of $F(s)$. For the same reason, the 6% error does not show that PBEsol is accurate point by point, since errors at different depths cancel in the integral. With $e_x(z)$ as defined above (one choice of energy density among several with the same integral), the ratio of $e_x$ to its LDA value is 1.02 at the background edge, 1.40 at $x=1$ and 5.6 at $x=0.1$, against 1.09, 1.59 and 1.80 in PBEsol. At the wall $e_x\propto x^2$ while the LDA value goes as $x^{8/3}$, so this ratio grows as $x^{-2/3}$ and does not saturate. Within $z<10/k$ the positive and negative parts of the PBEsol error amount to about $+0.008\,\bar n$ and $-0.011\,\bar n$.

A real metal surface has a finite barrier, a density tail outside it, and correlation. The percentages above should not be carried over to its surface energy. Nor should the negative sign of the gradient expansion: for a step barrier of height twice the Fermi energy it gives $\sigma/\bar n\approx+0.014$.

## Calculated quantities

```
r_s = 2.0 bohr
kF = 0.95958 bohr^-1
nbar = 0.029842 bohr^-3
background edge zb = 1.22772 bohr
bulk exchange energy per electron = -0.22908 hartree
kappa = 0.804, mu PBE = 0.21951, mu PBEsol = 0.12346
Exact wall terms over nbar: closed form, quadrature (pure numbers)
  direct: 0.12500, 0.12500
  cross: 0.34657, 0.34657
  image squared: -0.17329, -0.17329
  background shift: -0.28125, -0.28125
  sum: 0.01704, 0.01704
Depth z (bohr), n/nbar, reduced gradient, F PBE, F PBEsol
  0.5211, 0.0965, 4.2049, 1.6660, 1.5876
  1.2277, 0.4557, 0.8865, 1.1420, 1.0866
  2.0842, 0.9129, 0.2340, 1.0118, 1.0067
Surface exchange energy: sigma/nbar (pure number),
  sigma (1e-4 hartree/bohr^2), sigma (J/m^2), error (percent)
  exact: 0.01704, 5.084, 0.7915, 0.0
  LDA: 0.02646, 7.897, 1.2295, 55.3
  PBE: 0.01079, 3.220, 0.5013, -36.7
  PBEsol: 0.01596, 4.764, 0.7417, -6.3
  2nd-order gradient expansion: -0.02468, -7.366, -1.1468, -244.9
gradient correction PBE over nbar = -0.01567
gradient correction PBEsol over nbar = -0.01050
correction needed over nbar = -0.00943
mu matching the exact sigma at this kappa = 0.1063
```
